**Time reversal, Kramers pairs and real matrices in a four-component model**

The program tests that time reversal $T=\prod_j(-i\Sigma_y(j))K$ obeys $T^2=(-1)^N$ for $N$ electrons, where $K$ is complex conjugation and $\Sigma_y$ carries the Pauli matrix $\sigma_y$ in both diagonal blocks. It diagonalizes a Dirac Hamiltonian on a periodic grid and treats one to six electrons in the space of its three lowest positive-energy Kramers pairs. It asserts that odd-electron levels are paired and that a random odd-electron state is orthogonal to its time-reversed state. It asserts that a basis of vectors fixed by $T$ makes the Hamiltonian real: for two electrons both without and with the Gaunt interaction, and for four electrons with the Gaunt interaction included. The two-electron matrices of $H$ and $T$ are compared with ones computed directly from antisymmetric wavefunctions on the grid. The output shows three-electron doublets that agree to rounding error, while the smallest two-electron gap is about $2\times10^{-5}\,mc^2$. A vector potential splits the three-electron ground doublet by $0.0034\,mc^2$ and makes the two-electron matrix complex again.

## Program and output

```python
"""Kramers' theorem for N electrons in a four-component (Dirac) model.

Result under test: the antiunitary time reversal T obeys T^2 = (-1)^N.
Odd N: <psi|T psi> = 0 for every psi, and levels of a T-invariant H pair up.
Even N: a basis of T-fixed vectors makes every T-invariant H real.

Symbols: one-electron T = Y K, Y = -i Sigma_y, K = complex conjugation;
alpha, beta = Dirac matrices; V = scalar potential; A = vector potential
(electron charge absorbed).  Units: hbar = m = c = 1, so energies are in
m c^2 and lengths in hbar/(m c).  The model is a periodic box on a grid.
"""
import itertools
import numpy as np

# ---------- one-electron Dirac matrix on the grid ----------
n_edge, box = 3, 6.0
soft, repulsion, field = 0.6, 0.3, 0.2
wells = [(0.30, (0.3, 0.5, 0.9)), (0.20, (2.6, 1.1, 4.3)),
         (0.25, (4.4, 3.5, 1.7))]
s_x = np.array([[0, 1], [1, 0]], complex)
s_y = np.array([[0, -1j], [1j, 0]])
s_z = np.diag([1.0, -1.0]).astype(complex)
one2 = np.eye(2)
alpha = [np.kron(s_x, s) for s in (s_x, s_y, s_z)]
beta = np.kron(s_z, one2)

waves = np.array([-1, 0, 1])
fourier = np.exp(2j*np.pi*np.outer(np.arange(n_edge), waves)/n_edge)
fourier /= np.sqrt(n_edge)
p_line = fourier @ np.diag(2*np.pi*waves/box) @ fourier.conj().T
one3 = np.eye(n_edge)
momentum = [np.kron(np.kron(p_line, one3), one3),
            np.kron(np.kron(one3, p_line), one3),
            np.kron(np.kron(one3, one3), p_line)]
axis = np.arange(n_edge)*box/n_edge
points = np.array(list(itertools.product(axis, repeat=3)))
n_pts = len(points)


def soft_inverse_distance(difference):
    periodic = (box/np.pi)*np.sin(np.pi*difference/box)
    return 1/np.sqrt(np.sum(periodic**2, axis=-1) + soft**2)


V = -sum(z*soft_inverse_distance(points - np.array(c)) for z, c in wells)
g = repulsion*soft_inverse_distance(points[:, None] - points[None, :])
A_y = field*np.sin(2*np.pi*points[:, 0]/box)
h = sum(np.kron(p, a) for p, a in zip(momentum, alpha))
h = h + np.kron(np.eye(n_pts), beta) + np.kron(np.diag(V), np.eye(4))
h_field = np.kron(np.diag(A_y), alpha[1])
Y = np.kron(np.eye(n_pts), -1j*np.kron(one2, s_y))
dim = len(h)


def reverse(operator, unitary):
    """T O T^-1 for T = unitary K."""
    return unitary @ operator.conj() @ unitary.conj().T


assert np.allclose(Y @ Y.conj(), -np.eye(dim), atol=1e-13)
assert np.allclose(reverse(h, Y), h, atol=1e-12)
assert np.allclose(reverse(h_field, Y), -h_field, atol=1e-12)
for p, a in zip(momentum, alpha):
    p_full, a_full = np.kron(p, np.eye(4)), np.kron(np.eye(n_pts), a)
    assert np.allclose(reverse(p_full, Y), -p_full, atol=1e-12)
    assert np.allclose(reverse(a_full, Y), -a_full, atol=1e-12)

e1, vec = np.linalg.eigh(h)
e1_field = np.linalg.eigvalsh(h + h_field)
split1 = np.max(e1[1::2] - e1[::2])
split1_field = np.max(e1_field[1::2] - e1_field[::2])
first = dim//2
assert e1[first - 1] < 0 < e1[first]
assert split1 < 1e-11 and split1_field > 1e-4

# ---------- three lowest positive-energy Kramers pairs ----------
Sigma_z = np.kron(np.eye(n_pts), np.kron(one2, s_z))
columns = []
for k in range(3):
    lo = first + 2*k
    assert e1[lo + 2] - e1[lo + 1] > 1e-6
    block = vec[:, lo:lo + 2]
    w, s = np.linalg.eigh(block.conj().T @ Sigma_z @ block)
    assert w[1] > 1e-3
    phi = block @ s[:, 1]
    big = phi[np.argmax(abs(phi))]
    phi = phi*abs(big)/big
    columns += [phi, Y @ phi.conj()]
C = np.array(columns).T
n_sp = C.shape[1]
assert np.allclose(C.conj().T @ C, np.eye(n_sp), atol=1e-11)
u = C.conj().T @ Y @ C.conj()

# ---------- many-electron operators by second quantization ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
annihilate = []
for k in range(n_sp):
    op = np.eye(1)
    for j in range(n_sp):
        op = np.kron(op, np.diag([1., -1.]) if j < k
                     else lower if j == k else one2)
    annihilate.append(op)
E = np.array([[a.T @ b for b in annihilate] for a in annihilate])


def one_body(matrix):
    return np.einsum('pq,pqij->ij', matrix, E)


def two_body(W):
    """Half the sum of (pq|rs) a+_p a+_r a_s a_q."""
    inner = np.einsum('pqrs,rsij->pqij', W, E)
    product = np.matmul(E, inner).sum(axis=(0, 1))
    return 0.5*(product - one_body(np.einsum('pqqs->ps', W)))


Phi = C.reshape(n_pts, 4, n_sp)


def integrals(m):
    density = np.einsum('rsp,st,rtq->pqr', Phi.conj(), m, Phi)
    return np.einsum('pqr,rt,mnt->pqmn', density, g, density, optimize=True)


H_all = one_body(C.conj().T @ h @ C) + two_body(integrals(np.eye(4)))
gaunt_all = -two_body(sum(integrals(a) for a in alpha))
field_all = one_body(C.conj().T @ h_field @ C)


def sector(n):
    """Determinants, H, Gaunt, field and the matrix of T for n electrons."""
    dets = list(itertools.combinations(range(n_sp), n))
    idx = [sum(1 << (n_sp - 1 - k) for k in d) for d in dets]
    pick = np.ix_(idx, idx)
    t = np.array([[np.linalg.det(u[np.ix_(i, j)]) for j in dets]
                  for i in dets])
    return dets, H_all[pick], gaunt_all[pick], field_all[pick], t


# Direct two-electron check with antisymmetric grid wavefunctions
dets2, H2, gaunt2, field2, T2 = sector(2)
psi2 = [(np.outer(C[:, i], C[:, j]) - np.outer(C[:, j], C[:, i]))/np.sqrt(2)
        for i, j in dets2]
g_full = np.kron(g, np.ones((4, 4)))
H_direct = np.array([[np.vdot(a, h @ b + b @ h.T + g_full*b)
                      for b in psi2] for a in psi2])
T_direct = np.array([[np.vdot(a, Y @ b.conj() @ Y.T)
                      for b in psi2] for a in psi2])
assert np.allclose(H2, H_direct, atol=1e-10)
assert np.allclose(T2, T_direct, atol=1e-10)

print("Box edge [hbar/mc]:", box, " grid points:", n_pts)
print("Softening length [hbar/mc]:", soft)
print("Repulsion strength [hbar c]:", repulsion)
for z, c in wells:
    print("Well strength [hbar c]:", z, " position [hbar/mc]:", c)
print("Vector-potential amplitude [mc]:", field)
print("Dirac matrix dimension:", dim)
print("Three lowest positive pair energies [mc^2]:",
      np.round(e1[first:first + 6:2], 6))
print(f"Largest one-electron pair splitting, A=0 [mc^2]: {split1:.1e}")
print(f"Same with vector potential [mc^2]: {split1_field:.6f}")

# ---------- T^2, orthogonality and degeneracy for each N ----------
rng = np.random.default_rng(7)
print("N, states, T^2, |<psi|T psi>| of a random state, smallest gap [mc^2]")
for n in range(1, n_sp + 1):
    dets, H, gaunt, mag, t = sector(n)
    size = len(dets)
    assert np.allclose(t @ t.conj(), (-1)**n*np.eye(size), atol=1e-10)
    for even_operator in (H, gaunt):
        assert np.allclose(reverse(even_operator, t), even_operator,
                           atol=1e-10)
    assert np.allclose(reverse(mag, t), -mag, atol=1e-10)
    psi = rng.normal(size=size) + 1j*rng.normal(size=size)
    psi /= np.linalg.norm(psi)
    overlap = abs(np.vdot(psi, t @ psi.conj()))
    levels = np.linalg.eigvalsh(H)
    gap = np.min(np.diff(levels)) if size > 1 else np.nan
    if n % 2:
        assert overlap < 1e-11
        assert np.max(levels[1::2] - levels[::2]) < 1e-10
    else:
        assert overlap > 1e-3
        assert size == 1 or gap > 1e-8
    square = np.trace(t @ t.conj()).real/size
    gap_text = f"{abs(gap):.1e}" if size > 1 else "none"
    print(f"  {n}  {size:2d}  {square:+.0f}  {overlap:.1e}  {gap_text}")

# ---------- three electrons: doublets and block form ----------
dets3, H3, gaunt3, field3, T3 = sector(3)
e3, v3 = np.linalg.eigh(H3)
ground = v3[:, 0]
partner = T3 @ ground.conj()
residual = np.linalg.norm(H3 @ partner - e3[0]*partner)
assert residual < 1e-10 and abs(np.vdot(ground, partner)) < 1e-11
e3_field = np.linalg.eigvalsh(H3 + field3)
assert e3_field[1] - e3_field[0] > 1e-6
chosen = [k for k, d in enumerate(dets3) if sum(i % 2 for i in d) <= 1]
X = np.eye(len(dets3))[:, chosen]
TX = T3 @ X.conj()
full = np.hstack([X, TX])
assert np.allclose(full.conj().T @ full, np.eye(len(dets3)), atol=1e-10)
A_blk, B_blk = X.T @ H3 @ X, X.T @ H3 @ TX
assert np.allclose(TX.conj().T @ H3 @ TX, A_blk.conj(), atol=1e-10)
assert np.allclose(TX.conj().T @ H3 @ X, -B_blk.conj(), atol=1e-10)
print("Three electrons, lowest six energies [mc^2]:", np.round(e3[:6], 6))
print(f"Ground overlap |<g|Tg>|: {abs(np.vdot(ground, partner)):.1e}")
print(f"Residual of H Tg = E Tg [mc^2]: {residual:.1e}")
print(f"Ground doublet splitting, A=0 [mc^2]: {abs(e3[1]-e3[0]):.1e}")
print("Ground doublet splitting with vector potential [mc^2]:",
      f"{e3_field[1]-e3_field[0]:.6f}")

# ---------- two electrons: explicit T-fixed basis ----------
position = {d: k for k, d in enumerate(dets2)}
basis = []


def combination(*terms):
    v = np.zeros(len(dets2), complex)
    for coefficient, det in terms:
        v[position[det]] = coefficient
    basis.append(v/np.linalg.norm(v))


for p in range(0, n_sp, 2):
    combination((1, (p, p + 1)))
    for q in range(p + 2, n_sp, 2):
        combination((1, (p, q)), (1, (p + 1, q + 1)))
        combination((1j, (p, q)), (-1j, (p + 1, q + 1)))
        combination((1, (p, q + 1)), (-1, (p + 1, q)))
        combination((1j, (p, q + 1)), (1j, (p + 1, q)))
B = np.array(basis).T
assert np.allclose(B.conj().T @ B, np.eye(len(dets2)), atol=1e-12)
assert np.allclose(T2 @ B.conj(), B, atol=1e-10)


def largest_imaginary(matrix, b):
    return np.max(abs((b.conj().T @ matrix @ b).imag))


raw = largest_imaginary(H2, np.eye(len(dets2)))
fixed = largest_imaginary(H2, B)
fixed_gaunt = largest_imaginary(H2 + gaunt2, B)
fixed_field = largest_imaginary(H2 + field2, B)
assert raw > 1e-6 and fixed < 1e-10 and fixed_gaunt < 1e-10
assert np.max(abs(gaunt2)) > 1e-4 and fixed_field > 1e-6
e2, v2 = np.linalg.eigh(H2)
self_overlap = abs(np.vdot(v2[:, 0], T2 @ v2[:, 0].conj()))
assert abs(self_overlap - 1) < 1e-9
e2_real = np.linalg.eigvalsh((B.conj().T @ H2 @ B).real)
assert np.allclose(e2, e2_real, atol=1e-10)
print("Two electrons, lowest six energies [mc^2]:", np.round(e2[:6], 6))
print(f"Ground overlap |<g|Tg>|: {self_overlap:.6f}")
print("Largest imaginary part of a matrix element [mc^2]:")
print(f"  Coulomb H, determinants: {raw:.6f}")
print(f"  Coulomb H, T-fixed basis: {fixed:.1e}")
print(f"  Coulomb+Gaunt H, same T-fixed basis: {fixed_gaunt:.1e}")
print(f"  Coulomb H + vector potential, same basis: {fixed_field:.6f}")

# ---------- general construction of a T-fixed basis, four electrons ----------
dets4, H4, gaunt4, field4, T4 = sector(4)
built = []
for unit in np.eye(len(dets4)):
    image = T4 @ unit
    for v in (unit + image, 1j*(unit - image)):
        for _ in range(2):
            for b in built:
                v = v - b*np.vdot(b, v)
        if np.linalg.norm(v) > 1e-6:
            built.append(v/np.linalg.norm(v))
B4 = np.array(built).T
assert B4.shape == H4.shape
assert np.allclose(T4 @ B4.conj(), B4, atol=1e-9)
imag4 = largest_imaginary(H4 + gaunt4, B4)
assert imag4 < 1e-9
print("Four electrons, T-fixed vectors constructed:", B4.shape[1])
print(f"Largest imaginary part of Coulomb+Gaunt H [mc^2]: {imag4:.1e}")
print("all assertions hold")
```

It prints:

```
Box edge [hbar/mc]: 6.0  grid points: 27
Softening length [hbar/mc]: 0.6
Repulsion strength [hbar c]: 0.3
Well strength [hbar c]: 0.3  position [hbar/mc]: (0.3, 0.5, 0.9)
Well strength [hbar c]: 0.2  position [hbar/mc]: (2.6, 1.1, 4.3)
Well strength [hbar c]: 0.25  position [hbar/mc]: (4.4, 3.5, 1.7)
Vector-potential amplitude [mc]: 0.2
Dirac matrix dimension: 108
Three lowest positive pair energies [mc^2]: [0.662087 1.084653 1.09773 ]
Largest one-electron pair splitting, A=0 [mc^2]: 2.2e-15
Same with vector potential [mc^2]: 0.014980
N, states, T^2, |<psi|T psi>| of a random state, smallest gap [mc^2]
  1   6  -1  1.8e-17  0.0e+00
  2  15  +1  2.6e-01  2.0e-05
  3  20  -1  3.1e-17  4.4e-16
  4  15  +1  1.9e-01  2.0e-05
  5   6  -1  1.1e-18  8.9e-16
  6   1  +1  1.0e+00  none
Three electrons, lowest six energies [mc^2]: [2.816186 2.816186 2.828922 2.828922 3.2237   3.2237  ]
Ground overlap |<g|Tg>|: 1.7e-17
Residual of H Tg = E Tg [mc^2]: 5.9e-16
Ground doublet splitting, A=0 [mc^2]: 1.8e-15
Ground doublet splitting with vector potential [mc^2]: 0.003417
Two electrons, lowest six energies [mc^2]: [1.465451 1.869565 1.869584 1.869683 1.882827 1.882937]
Ground overlap |<g|Tg>|: 1.000000
Largest imaginary part of a matrix element [mc^2]:
  Coulomb H, determinants: 0.000313
  Coulomb H, T-fixed basis: 2.5e-16
  Coulomb+Gaunt H, same T-fixed basis: 2.2e-16
  Coulomb H + vector potential, same basis: 0.044864
Four electrons, T-fixed vectors constructed: 15
Largest imaginary part of Coulomb+Gaunt H [mc^2]: 3.4e-16
all assertions hold
```
